\section*{Threshold for electron-initiated impact ionization in direct parabolic bands, part 2}

In electron-initiated impact ionization, a conduction electron gives up energy to lift a second electron out of the valence band, leaving two conduction electrons and a hole. The problem is to find the least initial energy that permits this. The algebra is in atomic units, with $\hbar=1$ and masses in free-electron masses. Energies are measured from the conduction-band minimum.

The gap is $E_g$, the electron and hole effective masses are $m_e$ and $m_h$, and $M=2m_e+m_h$. The initial electron has wave vector $\mathbf{k}_i$ and energy $E_i=k_i^2/(2m_e)$. The vacated valence state is $\mathbf{k}_v$. The final electrons have wave vectors $\mathbf{k}_1$ and $\mathbf{k}_2$, and the hole has $\mathbf{k}_h=-\mathbf{k}_v$. Their group velocities are $\mathbf{v}_j$, with $j=1,2,h$ and $m_1=m_2=m_e$. Crystal momentum is conserved:
\begin{equation}
\mathbf{k}_i + \mathbf{k}_v = \mathbf{k}_1 + \mathbf{k}_2.
\label{eq:momentum-electrons}
\end{equation}
Energy conservation is $E_i=E_g+T_f$. With $\mathbf{V}=\mathbf{k}_i/M$, the total final kinetic energy $T_f$ separates into common and relative motion:
\begin{equation}
T_f = \frac{k_i^2}{2M}
+ \frac{1}{2}\sum_j m_j|\mathbf{v}_j - \mathbf{V}|^2.
\label{eq:separation}
\end{equation}
For a direct gap and isotropic parabolic bands, the threshold is
\begin{equation}
E_{\mathrm{th}} = E_g\,\frac{2m_e + m_h}{m_e + m_h}.
\label{eq:result}
\end{equation}
In terms of $M$,
\begin{equation}
E_{\mathrm{th}} = E_g\frac{M}{m_e+m_h}, \qquad
R = \frac{m_e+m_h}{M}(E_i-E_{\mathrm{th}}),
\label{eq:carried}
\end{equation}
where $R$ is the final energy of relative motion. At threshold all three final carriers move with velocity $\mathbf{V}$, and their total kinetic energy is $E_gm_e/(m_e+m_h)$, shared in proportion to mass. Above threshold, one allowed final state is
\begin{equation}
\mathbf{k}_1 = m_e\mathbf{V} + \mathbf{q}, \qquad
\mathbf{k}_2 = m_e\mathbf{V} - \mathbf{q}, \qquad
\mathbf{k}_h = m_h\mathbf{V},
\label{eq:construction}
\end{equation}
with $\mathbf{q}$ perpendicular to $\mathbf{k}_i$ and $q^2=m_eR$.

\subsection{Dependence on the mass ratio}

With $r=m_h/m_e$, division of numerator and denominator by $m_e$ gives
\begin{equation}
\frac{E_{\mathrm{th}}}{E_g}
= \frac{2+r}{1+r}
= 1+\frac{1}{1+r}.
\label{eq:ratio}
\end{equation}
The ratio falls steadily as $r$ grows. For a very heavy hole it tends to one: the hole can take up momentum at little cost in kinetic energy. For equal masses it is $3/2$. For a very light hole it tends to two, because the two electrons must then carry nearly all the momentum.

The following values were obtained by maximizing the ratio of initial to final kinetic energy numerically, and they agree with \eqref{eq:ratio}.

\begin{center}
\begin{tabular}{cc}
$m_h/m_e$ & $E_{\mathrm{th}}/E_g$ \\
0.01 & 1.990 \\
1 & 1.500 \\
5 & 1.167 \\
100 & 1.010
\end{tabular}
\end{center}

\subsection{A wide-gap model at threshold}

Take the round model parameters $E_g=3.4$ eV, $m_e=0.20$ and $m_h=1.0$. They are not assigned to a particular material. The threshold is
\begin{equation}
E_{\mathrm{th}}
= 3.4\times\frac{2(0.20)+1.0}{0.20+1.0}
= 3.4\times\frac{1.4}{1.2}
= 3.97\ \mathrm{eV},
\end{equation}
or 0.146 hartree. A numerical search over three-dimensional wave vectors, using the original band energies and no assumption of equal velocities, gives the same threshold. The values are collected in the numerical output after the text.

The initial wave vector follows from $k_i=\sqrt{2m_eE_{\mathrm{th}}}$, with the energy in hartree. Converted to inverse angstrom, it is $k_i=0.456$ \AA$^{-1}$. The final wave vectors are
\begin{align}
k_1=k_2 &= \frac{0.20}{1.4}\times 0.456
= 0.065\ \text{\AA}^{-1},\\
k_h &= \frac{1.0}{1.4}\times 0.456
= 0.326\ \text{\AA}^{-1}.
\end{align}
They are parallel, so their magnitudes add to the initial one.

The total final kinetic energy is $3.4\times0.20/1.2=0.567$ eV. Each electron receives $0.567\times0.20/1.4=0.081$ eV, and the hole receives $0.567\times1.0/1.4=0.405$ eV. The hole takes most of this energy because it has most of the final mass and moves at the same velocity as the electrons.

The sign of $R$ marks the change from forbidden to allowed. If $E_i=xE_{\mathrm{th}}$, equation \eqref{eq:carried} gives
\begin{equation}
R=(x-1)E_{\mathrm{th}}\frac{m_e+m_h}{M}=(x-1)E_g.
\end{equation}
At $x=0.98$ the electron is short of the least required final energy by $0.02\times3.4=0.068$ eV. At $x=1.02$ it has the same amount to spare. Direct numerical minimization of the final energy gives these two margins.

\subsection{An allowed event above threshold}

Now let $E_i=4.50$ eV. The energy available for relative motion is
\begin{equation}
R=\frac{1.2}{1.4}(4.50-3.967)=0.457\ \mathrm{eV}.
\end{equation}
The initial wave vector is 0.486 \AA$^{-1}$. In the construction of the first half, the electrons receive opposite transverse wave vectors $\pm\mathbf{q}$ with $q^2=m_eR$. Dividing by $k_i^2=2m_eE_i$ removes the mass:
\begin{equation}
q=k_i\sqrt{\frac{R}{2E_i}}
=0.486\sqrt{\frac{0.457}{2\times4.50}}
=0.110\ \text{\AA}^{-1}.
\end{equation}
Each electron also has a parallel component $0.486\times0.20/1.4=0.069$ \AA$^{-1}$. The hole has 0.347 \AA$^{-1}$, all of it parallel to $\mathbf{k}_i$.

The energy of common motion is $E_im_e/M=4.50\times0.20/1.4=0.643$ eV. Each electron has its mass share of this energy and half of $R$:
\begin{equation}
\frac{0.20}{1.4}\times0.643+\frac{0.457}{2}
=0.320\ \mathrm{eV}.
\end{equation}
The hole has $0.643\times1.0/1.4=0.459$ eV. The three energies add to 1.10 eV, which is the initial 4.50 eV less the gap of 3.4 eV. Other allowed events at this $E_i$ can divide the energy differently.

\subsection{Threshold and rate}

The existence of a final state does not fix the rate at which it is reached. At threshold the final wave vectors are unique for a given $\mathbf{k}_i$. Above threshold their number grows, and the growth can be found by counting. Set
\begin{equation}
\mathbf{k}_1=m_e\mathbf{V}+\mathbf{a}, \qquad
\mathbf{k}_2=m_e\mathbf{V}+\mathbf{b}, \qquad
\mathbf{k}_h=m_h\mathbf{V}-\mathbf{a}-\mathbf{b}.
\end{equation}
The terms linear in $\mathbf{a}$ and $\mathbf{b}$ cancel in the kinetic energy. The energy of relative motion is
\begin{equation}
\frac{a^2}{2m_e}+\frac{b^2}{2m_e}
+\frac{|\mathbf{a}+\mathbf{b}|^2}{2m_h}.
\end{equation}
This is a positive quadratic form in six vector components. Scaling all six by $\sqrt{R}$ scales the energy by $R$ and the volume by $R^3$. The volume with relative energy below $R$ is therefore $CR^3$, where $C$ depends on the masses. Its derivative with respect to energy is $3CR^2$, so the density of final states that conserve energy is proportional to $(E_i-E_{\mathrm{th}})^2$.

If the squared matrix element is replaced by a nonzero constant, and the final conduction states are empty, the golden-rule rate has the same quadratic onset. The rate is then zero at threshold and small just above it. A matrix element that vanishes at threshold changes this law. For two electrons of equal spin, the direct and exchange amplitudes cancel at $\mathbf{k}_1=\mathbf{k}_2$, as antisymmetry requires. The amplitude is then linear in $\mathbf{k}_1-\mathbf{k}_2$, its square scales as $R$, and this channel alone rises as $(E_i-E_{\mathrm{th}})^3$. For opposite spins there is no such cancellation, so the rate summed over spins keeps the quadratic onset unless that amplitude also vanishes at threshold.

\subsection{What changes for an indirect gap}

Keep the conduction minimum at zero, but move the valence maximum to $\mathbf{Q}$:
\begin{equation}
E_v(\mathbf{k})=-E_g-\frac{|\mathbf{k}-\mathbf{Q}|^2}{2m_h}.
\end{equation}
Measure the hole wave vector from its own extremum by defining $\mathbf{p}_h=\mathbf{Q}-\mathbf{k}_v$. Substituting $\mathbf{k}_v=\mathbf{Q}-\mathbf{p}_h$ into $\mathbf{k}_i+\mathbf{k}_v=\mathbf{k}_1+\mathbf{k}_2$ gives
\begin{equation}
\mathbf{k}_i+\mathbf{Q}
=\mathbf{k}_1+\mathbf{k}_2+\mathbf{p}_h.
\end{equation}
The hole kinetic energy is $p_h^2/(2m_h)$. The earlier separation therefore applies with $\mathbf{k}_i+\mathbf{Q}$ as the momentum to be shared, and the energy condition becomes
\begin{equation}
\frac{k_i^2}{2m_e}
\geq E_g+\frac{|\mathbf{k}_i+\mathbf{Q}|^2}{2M}.
\label{eq:indirect}
\end{equation}
The right side is at least $E_g$, so the threshold cannot fall below the gap. It reaches the gap if $Q^2/(2m_e)=E_g$: with $\mathbf{k}_i=-\mathbf{Q}$, all three final carriers can rest at their band extrema.

For the model masses and gap this requires $Q=0.422$ \AA$^{-1}$. The numerical search with the valence maximum displaced by this amount gives a threshold of 3.40 eV, compared with 3.97 eV for the direct gap. This is the least value over all directions of $\mathbf{k}_i$ and is reached only for $\mathbf{k}_i$ opposite to $\mathbf{Q}$; for $\mathbf{k}_i$ along $\mathbf{Q}$, equation \eqref{eq:indirect} gives $16E_g/9=6.04$ eV. This displacement supplies the wave vector that the final carriers would otherwise have to carry as motion. A larger one raises the threshold again. When $Q$ is twice the direct-gap threshold wave vector, here 0.91 \AA$^{-1}$, an initial electron with that wave vector opposite to $\mathbf{Q}$ has $|\mathbf{k}_i+\mathbf{Q}|=k_i$, and the threshold is back at its direct-gap value. Beyond that it is higher. Equation \eqref{eq:result} must therefore not be applied to an indirect gap by inserting its value of $E_g$. The model has a single conduction valley. Real indirect semiconductors have several equivalent valleys; if the initial and final electrons lie in valleys at $\mathbf{K}_i$, $\mathbf{K}_1$ and $\mathbf{K}_2$, the displacement is $\mathbf{Q}+\mathbf{K}_i-\mathbf{K}_1-\mathbf{K}_2$, and each choice of valleys has its own threshold.

\subsection{What changes when the bands are not parabolic}

At threshold in the example, the final electrons lie only 0.081 eV above their band edge, while the initial electron lies 3.97 eV above it. The parabolic form is thus used over a much wider energy range for the initial electron than for the final electrons. The hole lies 0.405 eV from its band edge and carries five sevenths of $k_i$, so the shape of the valence band also matters: a hole band that flattens away from its maximum takes up momentum at lower cost and lowers the threshold.

The direction of one correction can be derived. Let the final carriers remain parabolic, but let the initial electron at energy $E$ have a wave vector $k(E)$ larger than the parabolic value $\sqrt{2m_eE}$. This describes an isotropic band that lies below the parabola. For every positive $E\leq E_{\mathrm{th}}$,
\begin{equation}
E-\frac{k(E)^2}{2M}
< E\left(1-\frac{m_e}{M}\right)
\leq E_g.
\end{equation}
The energy condition fails throughout this range, so the threshold, if one exists, lies above the parabolic value. The electron brings more momentum at the same energy, and the final carriers need more kinetic energy to take it up.

For general smooth bands, equal final velocities remain a necessary condition for a minimum at fixed total momentum. To see this, change $\mathbf{k}_1$ by a small $\boldsymbol{\delta}$ and $\mathbf{k}_h$ by $-\boldsymbol{\delta}$. The first-order energy change is $(\mathbf{v}_1-\mathbf{v}_h)\cdot\boldsymbol{\delta}$. It must vanish for every direction of $\boldsymbol{\delta}$, so $\mathbf{v}_1=\mathbf{v}_h$. The same argument applies to the second electron. Equal velocities may also occur at a stationary point that is not the minimum, so the actual bands must then be searched.

\subsection{Use in a device model}

In a power or radio-frequency device, a strong enough electric field can raise some electrons to energies of several electronvolts. Whether it does so depends on how quickly scattering removes the energy gained. An electron starting at rest at the conduction minimum of the model must gain a net 3.97 eV before it can ionize by this process. Energy lost to phonons on the way must be supplied in addition. The threshold does not by itself determine a breakdown field: that also requires the distribution of electron energies in the field and the ionization rate above threshold.

Equation \eqref{eq:result} is suited to a model whose bands are direct, isotropic and parabolic up to $E_{\mathrm{th}}$. The conduction bands of real wide-gap semiconductors are generally not parabolic so far above the minimum. For them the formula gives only a rough first estimate, and the threshold must be found from the actual bands. As a measure of the sensitivity, an initial electron obeying $E(1+\alpha E)=k^2/(2m_e)$ with $\alpha=0.19$ eV$^{-1}$ moves the model threshold from 3.97 to 4.65 eV. Real valence bands also have several branches with direction-dependent masses; each gives its own threshold, and in the parabolic formula the heavier hole gives the lower one. If a phonon takes part in the collision, its energy and wave vector must enter the conservation laws. If a reciprocal lattice vector takes part, it must enter the momentum balance. In either case the minimum has to be found again from the altered equations.

\section*{Calculated quantities}
\begin{verbatim}
Gap: 3.40 eV
Electron mass: 0.20 electron masses
Hole mass: 1.00 electron masses
Threshold, formula: 3.9667 eV
Threshold, formula: 0.14577 hartree
Threshold, constrained search: 3.9667 eV
Threshold / gap: 1.1667 (no unit)
Initial wave vector at threshold: 0.4563 1/angstrom
Final electron 1 wave vector: 0.0652 1/angstrom
Final electron 2 wave vector: 0.0652 1/angstrom
Hole wave vector: 0.3259 1/angstrom
Final electron 1 kinetic energy: 0.0810 eV
Final electron 2 kinetic energy: 0.0810 eV
Hole kinetic energy: 0.4048 eV
Total final kinetic energy: 0.5667 eV
Energy margin at 0.98 threshold: -0.0680 eV
Energy margin at 1.02 threshold: 0.0680 eV
Event above threshold, initial energy: 4.50 eV
Event, initial wave vector: 0.4860 1/angstrom
Event, energy of relative motion: 0.4571 eV
Event, transverse wave vector q: 0.1095 1/angstrom
Event, parallel part per electron: 0.0694 1/angstrom
Event, hole wave vector: 0.3472 1/angstrom
Event, energy per electron: 0.3204 eV
Event, hole energy: 0.4592 eV
Hole/electron mass 0.01: threshold/gap 1.9901 (no unit)
Hole/electron mass 1: threshold/gap 1.5000 (no unit)
Hole/electron mass 5: threshold/gap 1.1667 (no unit)
Hole/electron mass 100: threshold/gap 1.0099 (no unit)
Displacement of valence maximum: 0.4225 1/angstrom
Threshold with displaced maximum: 3.4000 eV
\end{verbatim}
